# Finite-bandwidth error of phonon wave-packet transmission: leading correction and its limits: test program

```python
"""Finite-bandwidth error of a phonon wave-packet transmission calculation.

Result under test: T_packet - T(mean) = (1/2) T''(mean) * variance + O(variance^2),
where mean and variance belong to the packet's energy-weighted frequency spectrum.
Model: identical layers (mass 1, spring K) with one weak bond K_weak.
x = frequency / band maximum = sin(k/2), k = phase advance per layer,
g = K/K_weak - 1, s = standard deviation of the squared envelope in layers.
Time is in units of 1/(maximum angular frequency), so K = 1/4.
"""
import numpy as np
from scipy import constants as sc

K = 0.25
RATIO = 4.0
K_WEAK = K / RATIO
g = RATIO - 1.0
b = g**2 - 1.0


def T_formula(x):
    return (1 - x**2) / (1 + b * x**2)


def T_slope(x):
    return -2 * g**2 * x / (1 + b * x**2)**2


def T_curvature(x):
    return 2 * g**2 * (3 * b * x**2 - 1) / (1 + b * x**2)**3


# Independent scattering solution: state = (displacement, spring force)
def transfer(elements, x):
    total = np.eye(2)
    for kind, value in elements:
        if kind == "spring":
            step = np.array([[1.0, 1.0 / value], [0.0, 1.0]])
        else:
            step = np.array([[1.0, 0.0], [-value * x**2, 1.0]])
        total = step @ total
    return total


def T_solved(x, cell, device):
    vectors = np.linalg.eig(transfer(cell, x))[1]
    flux = np.imag(np.conj(vectors[0]) * vectors[1])
    right = vectors[:, np.argmax(flux)]
    left = vectors[:, np.argmin(flux)]
    D = transfer(device, x)
    t, r = np.linalg.solve(np.column_stack([right, -D @ left]), D @ right)
    assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-8
    return abs(t)**2


half = ("spring", 2 * K)
bond = ("spring", K)
weak = ("spring", K_WEAK)
layer = ("mass", 1.0)
cell = [half, layer, half]
contact = [half, layer, weak, layer, half]
for x in (0.08, 0.2, 0.38, 0.6, 0.9):
    h = 1e-3
    low, mid, high = [T_solved(y, cell, contact) for y in (x - h, x, x + h)]
    assert abs(mid - T_formula(x)) < 1e-9
    # finite differences carry an O(h^2) truncation error
    assert abs((high - low) / (2 * h) - T_slope(x)) < 1e-3
    assert abs((high - 2 * mid + low) / h**2 - T_curvature(x)) < 5e-3


# Packet spectrum from its definition
def packet(k0, s):
    sigma_k = 1 / (2 * s)
    k = np.linspace(k0 - 9 * sigma_k, k0 + 9 * sigma_k, 601)
    assert k[0] > 0 and k[-1] < np.pi
    amplitude = np.exp(-(k - k0)**2 / (4 * sigma_k**2))
    x = np.sin(k / 2)
    energy = x**2 * amplitude**2
    energy /= energy.sum()
    mean = energy @ x
    variance = energy @ (x - mean)**2
    return k, amplitude, x, energy, mean, variance


def bandwidth_error(k0, s):
    _, _, x, energy, mean, variance = packet(k0, s)
    actual = energy @ T_formula(x) - T_formula(mean)
    return actual, 0.5 * T_curvature(mean) * variance


# Real-time propagation by exact normal modes of a finite chain
N = 800
FIRST_RIGHT = N // 2
START = 240
springs = np.full(N + 1, K)
springs[FIRST_RIGHT] = K_WEAK
dynamical = (np.diag(springs[:-1] + springs[1:])
             - np.diag(springs[1:-1], 1) - np.diag(springs[1:-1], -1))
eigenvalues, modes = np.linalg.eigh(dynamical)
mode_x = np.sqrt(eigenvalues)


def simulate(k0, s):
    k, amplitude, x = packet(k0, s)[:3]
    phase = np.outer(np.arange(N) - START, k)
    u = np.cos(phase) @ amplitude
    velocity = np.sin(phase) @ (x * amplitude)
    q, p = modes.T @ u, modes.T @ velocity
    mode_energy = 0.5 * (p**2 + eigenvalues * q**2)
    total = mode_energy.sum()
    mean = mode_energy @ mode_x / total
    variance = mode_energy @ (mode_x - mean)**2 / total
    time = 320 / (0.5 * np.cos(k0 / 2))
    c, sn = np.cos(mode_x * time), np.sin(mode_x * time)
    u = modes @ (q * c + p * sn / mode_x)
    velocity = modes @ (p * c - q * mode_x * sn)
    ur = u[FIRST_RIGHT:]
    right_energy = 0.5 * np.sum(velocity[FIRST_RIGHT:]**2)
    right_energy += 0.5 * K * (np.sum(np.diff(ur)**2) + ur[-1]**2)
    return right_energy / total, mean, variance


k0 = 2 * np.pi / 8
x0 = np.sin(k0 / 2)
v0 = 0.5 * np.cos(k0 / 2)
s0 = 8.0
rows = []
for s in (6.0, 8.0, 12.0, 16.0):
    _, amp, x, energy, mean, variance = packet(k0, s)
    T_run, run_mean, run_variance = simulate(k0, s)
    assert abs(T_run - energy @ T_formula(x)) < 1e-6
    assert abs(run_mean - mean) < 1e-6
    assert abs(run_variance - variance) < 1e-6
    actual = T_run - T_formula(run_mean)
    estimate = 0.5 * T_curvature(run_mean) * run_variance
    assert abs(actual / estimate - 1) < 0.03
    rows.append((s, T_run, T_formula(run_mean), actual, estimate))
    if s == s0:
        T_packet, mean0, var0 = T_run, run_mean, run_variance
        error0, estimate0 = actual, estimate
        wrong_weight = amp**2 / np.sum(amp**2)
        T_wrong = wrong_weight @ T_formula(x)
        assert abs(T_wrong - T_run) > 1e-3

# The remainder must fall sixteenfold when the bandwidth is halved
wide = np.subtract(*bandwidth_error(k0, 16.0))
narrow = np.subtract(*bandwidth_error(k0, 32.0))
remainder_ratio = wide / narrow
assert 14 < remainder_ratio < 18

# Carrier frequency used as the reference instead of the mean
sigma_k = 1 / (2 * s0)
shift_formula = (2 * v0**2 / x0 - x0 / 8) * sigma_k**2
assert abs(shift_formula / (mean0 - x0) - 1) < 0.03
carrier_error = T_packet - T_formula(x0)
carrier_estimate = (T_slope(x0) * shift_formula
                    + 0.5 * T_curvature(x0) * v0**2 * sigma_k**2)
assert abs(carrier_estimate / carrier_error - 1) < 0.05

# Sign change of the error at the inflection of T
x_inflection = 1 / np.sqrt(3 * b)
x_below = 0.12
below_error, below_estimate = bandwidth_error(2 * np.arcsin(x_below), 40.0)
assert x_below < x_inflection < x0
assert below_error < 0 < error0
assert abs(below_estimate / below_error - 1) < 0.05

# Packet width required for a chosen error
target = 1e-3
s_design = v0 * np.sqrt(abs(T_curvature(x0)) / (8 * target))
design_error = bandwidth_error(k0, s_design)[0]
assert abs(design_error / target - 1) < 0.05

# Correction that uses packet results only
runs = [simulate(2 * np.arcsin(x0 + dx), s0) for dx in (-0.04, 0.0, 0.04)]
offsets = np.array([run[1] - mean0 for run in runs])
curvature_runs = 2 * np.polyfit(offsets, [run[0] for run in runs], 2)[0]
T_corrected = T_packet - 0.5 * curvature_runs * var0
corrected_error = T_corrected - T_formula(mean0)
assert abs(corrected_error) < 0.1 * abs(error0)

# Failure case: ten layers between two weak bonds form a resonator
slab = [half, layer, weak] + [layer, bond] * 9 + [layer, weak, layer, half]
scan = np.linspace(0.6, 1.0, 801)
scan_T = [T_solved(np.sin(k / 2), cell, slab) for k in scan]
k_res = scan[int(np.argmax(scan_T))]
_, _, x, energy, mean_res, var_res = packet(k_res, s0)
T_res_packet = energy @ np.array([T_solved(y, cell, slab) for y in x])
h = 2e-4
low, T_res_mean, high = [T_solved(mean_res + d, cell, slab) for d in (-h, 0, h)]
T_res_estimate = T_res_mean + 0.5 * var_res * (high - 2 * T_res_mean + low) / h**2
assert 0 < T_res_packet < 1 and T_res_estimate < 0

# Engineering units; rough typical inputs for cross-plane WSe2
lattice_nm, spacing_nm, stiffness_GPa_nm = 0.33, 0.65, 90.0
mass_W, mass_Se = 183.84, 78.971
area = np.sqrt(3) / 2 * (lattice_nm * 1e-9)**2
areal_mass = (mass_W + 2 * mass_Se) * sc.atomic_mass / area
omega_max = 2 * np.sqrt(stiffness_GPa_nm * 1e18 / areal_mass)
f_max = omega_max / (2 * np.pi) / 1e12
velocity = v0 * omega_max * spacing_nm * 1e-9

# Neglected: flexible Se-W-Se layers, static stiffness per period held fixed
f_internal = 7.5
se = mass_Se / (mass_W + 2 * mass_Se)


def T_flexible(inner, x):
    k_bulk = 1 / (1 / K - 2 / inner)
    k_weak = 1 / (1 / K_WEAK - 2 / inner)
    body = [("mass", se), ("spring", inner), ("mass", 1 - 2 * se),
            ("spring", inner), ("mass", se)]
    edge = [("spring", 2 * k_bulk)]
    return T_solved(x, edge + body + edge,
                    edge + body + [("spring", k_weak)] + body + edge)


assert abs(T_flexible(1e5, mean0) - T_formula(mean0)) < 1e-4
flexible_change = (T_flexible(se * (f_internal / f_max)**2, mean0)
                   - T_formula(mean0))

# Neglected: thermal softening for a 10-4 layer potential, and damping
expansion, warming, lifetime_ps = 1e-5, 300.0, 50.0
r = 1.0 + 1e-4 * np.array([-2, -1, 0, 1, 2])


def layer_curvature(d):
    # second derivative of 4/d^10 - 10/d^4, whose minimum is at d = 1
    return 440 / d**12 - 200 / d**6


stiffness_exponent = -np.gradient(np.log(layer_curvature(r)), np.log(r))[2]
assert abs(stiffness_exponent - 17) < 0.01
softening = (1 + expansion * warming)**(-stiffness_exponent)
thermal_change = T_formula(mean0 / np.sqrt(softening)) - T_formula(mean0)
crossing_ps = 4 * s0 * spacing_nm * 1e-9 / velocity * 1e12
loss = 1 - np.exp(-crossing_ps / lifetime_ps)
quantum_ratio = sc.h * mean0 * f_max * 1e12 / (sc.k * 300.0)

print(f"in-plane lattice constant (rough) = {lattice_nm:.2f} nm")
print(f"layer spacing (rough) = {spacing_nm:.2f} nm")
print(f"interlayer stiffness (rough) = {stiffness_GPa_nm:.1f} GPa/nm")
print(f"weak-contact stiffness = {stiffness_GPa_nm / RATIO:.1f} GPa/nm")
print(f"g = {g:.1f}")
print(f"layer mass per area = {areal_mass * 1e6:.3f} mg/m^2")
print(f"band maximum = {f_max:.4f} THz")
print(f"carrier wavelength = {2 * np.pi / k0 * spacing_nm:.2f} nm")
print(f"packet width s = {s0:.0f} layers = {s0 * spacing_nm:.2f} nm")
print(f"sigma_k = {sigma_k:.4f} rad/layer")
print(f"group velocity = {velocity:.0f} m/s")
print(f"carrier: x0 = {x0:.5f}, frequency = {x0 * f_max:.4f} THz")
print(f"energy mean: x = {mean0:.5f}, frequency = {mean0 * f_max:.4f} THz")
print(f"mean minus carrier = {(mean0 - x0) * f_max * 1e3:.3f} GHz")
print(f"leading formula for this shift = {shift_formula * f_max * 1e3:.3f} GHz")
print(f"frequency standard deviation = {np.sqrt(var0) * f_max * 1e3:.2f} GHz")
print(f"variance in x = {var0:.4e}")
print(f"d2T/dx2 at mean = {T_curvature(mean0):.4f}")
print(f"d2T/df2 at mean = {T_curvature(mean0) / f_max**2:.4f} THz^-2")
print(f"packet transmission = {T_packet:.6f}")
print(f"T at energy mean = {T_formula(mean0):.6f}")
print(f"actual bandwidth error = {error0:.6f}")
print(f"estimated bandwidth error = {estimate0:.6f}")
print(f"relative bandwidth error = {100 * error0 / T_formula(mean0):.3f} %")
print("s(layers)  T_packet  T(mean)  actual error  estimate")
for s, tp, tm, actual, estimate in rows:
    print(f"{s:4.0f}  {tp:.6f}  {tm:.6f}  {actual:.4e}  {estimate:.4e}")
print(f"remainder ratio on halving bandwidth = {remainder_ratio:.2f}")
print(f"T at carrier = {T_formula(x0):.6f}")
print(f"error relative to carrier = {carrier_error:.6f}")
print(f"estimate relative to carrier = {carrier_estimate:.6f}")
print(f"average with displacement weights = {T_wrong:.6f}")
print(f"inflection: x = {x_inflection:.4f}, f = {x_inflection * f_max:.4f} THz")
print(f"below inflection: x = {x_below:.2f}, s = 40 layers")
print(f"  actual error = {below_error:.4e}, estimate = {below_estimate:.4e}")
print(f"target error = {target:.4f}")
print(f"design width = {s_design:.2f} layers = {s_design * spacing_nm:.2f} nm")
print(f"error at design width = {design_error:.6f}")
print(f"d2T/dx2 from three packet runs = {curvature_runs:.4f}")
print(f"corrected T = {T_corrected:.6f}, remaining error = {corrected_error:.2e}")
print(f"10-layer resonator: carrier f = {np.sin(k_res / 2) * f_max:.4f} THz")
print(f"  T(mean) = {T_res_mean:.4f}, packet T = {T_res_packet:.4f}")
print(f"  packet T predicted by curvature = {T_res_estimate:.4f}")
print(f"internal layer mode (rough) = {f_internal:.1f} THz")
print(f"change of T from flexible layers = {flexible_change:.6f}")
print(f"expansion (rough) = {expansion:.1e} 1/K, warming = {warming:.0f} K")
print(f"stiffness exponent = {stiffness_exponent:.2f}")
print(f"stiffness factor after warming = {softening:.4f}")
print(f"change of T from thermal softening = {thermal_change:.6f}")
print(f"assumed lifetime = {lifetime_ps:.0f} ps, crossing = {crossing_ps:.2f} ps")
print(f"energy lost by damping during crossing = {100 * loss:.1f} %")
print(f"phonon energy / thermal energy at 300 K = {quantum_ratio:.4f}")
print("all good")
```

Running it gives:

```
in-plane lattice constant (rough) = 0.33 nm
layer spacing (rough) = 0.65 nm
interlayer stiffness (rough) = 90.0 GPa/nm
weak-contact stiffness = 22.5 GPa/nm
g = 3.0
layer mass per area = 6.018 mg/m^2
band maximum = 1.2310 THz
carrier wavelength = 5.20 nm
packet width s = 8 layers = 5.20 nm
sigma_k = 0.0625 rad/layer
group velocity = 2322 m/s
carrier: x0 = 0.38268, frequency = 0.4711 THz
energy mean: x = 0.38682, frequency = 0.4762 THz
mean minus carrier = 5.092 GHz
leading formula for this shift = 5.133 GHz
frequency standard deviation = 35.22 GHz
variance in x = 8.1868e-04
d2T/dx2 at mean = 4.3979
d2T/df2 at mean = 2.9023 THz^-2
packet transmission = 0.388843
T at energy mean = 0.387053
actual bandwidth error = 0.001790
estimated bandwidth error = 0.001800
relative bandwidth error = 0.462 %
s(layers)  T_packet  T(mean)  actual error  estimate
   6  0.385611  0.382498  3.1125e-03  3.1432e-03
   8  0.388843  0.387053  1.7899e-03  1.8002e-03
  12  0.391176  0.390368  8.0830e-04  8.1044e-04
  16  0.391998  0.391540  4.5723e-04  4.5792e-04
remainder ratio on halving bandwidth = 15.77
T at carrier = 0.393058
error relative to carrier = -0.004215
estimate relative to carrier = -0.004248
average with displacement weights = 0.395160
inflection: x = 0.2041, f = 0.2513 THz
below inflection: x = 0.12, s = 40 layers
  actual error = -1.6116e-04, estimate = -1.6113e-04
target error = 0.0010
design width = 10.86 layers = 7.06 nm
error at design width = 0.000984
d2T/dx2 from three packet runs = 4.3226
corrected T = 0.387073, remaining error = 2.05e-05
10-layer resonator: carrier f = 0.4233 THz
  T(mean) = 0.8843, packet T = 0.4234
  packet T predicted by curvature = -1.4249
internal layer mode (rough) = 7.5 THz
change of T from flexible layers = 0.001779
expansion (rough) = 1.0e-05 1/K, warming = 300 K
stiffness exponent = 17.00
stiffness factor after warming = 0.9504
change of T from thermal softening = -0.014172
assumed lifetime = 50 ps, crossing = 8.96 ps
energy lost by damping during crossing = 16.4 %
phonon energy / thermal energy at 300 K = 0.0762
all good
```
